Stiffness of an isotropic strut network: affine stretching in porous films

An insulating film between the metal lines of a chip is made porous to lower its permittivity, and each pore costs stiffness. The film must still withstand polishing and thermal mismatch with its substrate. If the solid that remains is a tangle of thin struts, how much of its stiffness does the film keep? A first guess is that a film with one tenth of its volume solid keeps one tenth of the modulus. Even a network that uses its struts well falls short of this guess, because many struts point the wrong way.

**The model and its result**

The solid is a network of long, straight, thin struts of Young modulus E_s. The solid fraction φ is total strut length times cross-section, per unit volume, so material shared where struts meet is counted once for each strut. We take φ ≪ 1. Strut directions, given by unit vectors n, are isotropic when weighted by strut volume. Strains are small, tension is positive, and the network is free of stress before loading. Struts resist stretching and compression along their axes; their resistance to bending is neglected. Finally, the deformation is affine: every node moves as the uniform macroscopic strain prescribes. Under these assumptions

E = φE_s/6,  ν = 1/4,

where E is the Young modulus of the network and ν its Poisson ratio.

Both derivations need the strain of one strut. Let ε_ij be the macroscopic strain tensor. A segment with end-to-end vector ℓn has its ends displaced relative to each other by ℓ(ε_ij + ω_ij)n_j, where ω_ij is a small rotation. To first order the length changes by the component of this displacement along n. The rotation drops out because ω_ij is antisymmetric, so n_i ω_ij n_j = 0. The axial strain is therefore

ε_n = n_i ε_ij n_j,

with summation over repeated indices. The sides of a strut are free, so the strut is in simple tension with axial stress E_s ε_n. Its own Poisson ratio does not enter.

**First derivation: energy**

A strut in simple tension stores the energy E_s ε_n²/2 per unit of its volume. Multiplying by φ and averaging over directions gives the energy per unit volume of network:

W = (φE_s/2)⟨ε_n²⟩ = (φE_s/2) ε_ij ε_kl ⟨n_i n_j n_k n_l⟩.

For an isotropic distribution the average must be an isotropic tensor of rank four. Such a tensor is a combination of δ_ij δ_kl, δ_ik δ_jl and δ_il δ_jk. The product n_i n_j n_k n_l is unchanged when any two indices are exchanged, so the three coefficients are equal:

⟨n_i n_j n_k n_l⟩ = a(δ_ij δ_kl + δ_ik δ_jl + δ_il δ_jk).

To find a, set i = j and k = l and sum. The left side becomes ⟨(n·n)²⟩ = 1. On the right, the first term gives 3 × 3 = 9 and each of the others gives 3. Hence 15a = 1 and a = 1/15. In particular

⟨n_z⁴⟩ = 3/15 = 1/5,  ⟨n_x² n_z²⟩ = 1/15.

Inserting the tensor, and using the symmetry of ε_ij to merge the last two terms,

W = (φE_s/30)[(ε_kk)² + 2ε_ij ε_ij].

An isotropic elastic solid with Lamé constants λ and μ has

W = (λ/2)(ε_kk)² + μ ε_ij ε_ij.

Comparing coefficients, λ/2 = φE_s/30 and μ = 2φE_s/30, so

λ = μ = φE_s/15.

The equality of the two constants comes from the full exchange symmetry of the fourth moment. That symmetry in turn reflects the fact that each strut responds to a single number, the strain along its own axis.

Now pull the network along z with strain ε and leave its sides free. By symmetry the two lateral strains are equal; call them e. Then ε_kk = ε + 2e and ε_ij ε_ij = ε² + 2e², so

W = (φE_s/30)[(ε + 2e)² + 2ε² + 4e²]
 = (φE_s/30)[3ε² + 4εe + 8e²].

The derivative ∂W/∂e is twice the lateral stress, since two equal lateral strains vary together. Free sides require it to vanish:

4ε + 16e = 0,  e = −ε/4.

The Poisson ratio is ν = −e/ε = 1/4. Putting e back,

W = (φE_s/30)(3 − 1 + 1/2)ε² = φE_s ε²/12.

In uniaxial stress the stored energy is Eε²/2. Therefore E = φE_s/6.

A simple case confirms the normalization. Under equal strain ε in all directions, every strut has strain ε and W = φE_s ε²/2. The bulk modulus K is defined by W = K(3ε)²/2, which gives K = φE_s/9. The Lamé constants give the same value: λ + 2μ/3 = (φE_s/15)(5/3) = φE_s/9.

**Second derivation: forces across a cut**

The same result follows without an energy and without tensor algebra, by adding up the forces that struts carry across an imagined plane.

Take first a family of parallel struts with direction n, section A and solid fraction φ_n. Its length per unit volume is φ_n/A. Let the plane have unit normal m. In a slab of thickness h parallel to the plane, each crossing strut has length h/|n·m|. If N struts cross per unit area, the length per unit volume is N/|n·m|. Equating the two expressions,

N = (φ_n/A)|n·m|.

Struts nearly parallel to the plane are seldom cut by it. Choose the sense of n so that n·m > 0. The material on the positive side then pulls on the other side, through each strut, with force E_s A ε_n n. Multiplying by N cancels A, and summing over families gives the traction, or force per area,

t = φE_s⟨(n·m) n ε_n⟩.

The expression in brackets does not change when n is reversed, so the average may run over the whole sphere. Since A has cancelled, struts of different thickness may be mixed, provided directions remain isotropic by volume.

For tension along z, let c = cos θ be the component of n along z. Equal steps in c cover equal areas of the sphere, so c² may be averaged by integrating c from 0 to 1. The strut strain is

ε_n = εc² + e(1 − c²).

On a plane normal to z, the normal traction is

σ_zz = φE_s ∫₀¹ c²[εc² + e(1 − c²)] dc
 = φE_s[ε/5 + e(1/3 − 1/5)]
 = φE_s(3ε + 2e)/15.

On a plane normal to x we need n_x², whose average over the azimuth is (1 − c²)/2. Hence

σ_xx = (φE_s/2) ∫₀¹ (1 − c²)[εc² + e(1 − c²)] dc.

The two integrals are ∫₀¹(c² − c⁴)dc = 2/15 and ∫₀¹(1 − 2c² + c⁴)dc = 8/15, so

σ_xx = φE_s(ε + 4e)/15.

Shear tractions average to zero over the azimuth. Free sides mean σ_xx = 0, which gives e = −ε/4. Then

σ_zz = φE_s(3 − 1/2)ε/15 = φE_s ε/6.

This is again E = φE_s/6 with ν = 1/4.

The force picture shows where the factor of six comes from. If the sides are held fixed, e = 0 and the stiffness is φE_s/5: directions alone cost a factor of five. Letting the sides contract lowers 1/5 by 1/30, to 1/6. With e = −ε/4 the strut strain is

ε_n = ε(5c² − 1)/4.

It runs from ε for struts along the pull to −ε/4 for struts across it, and vanishes at c = 1/√5, or θ ≈ 63°. Because c is uniformly distributed, a share 1/√5 ≈ 0.45 of the strut volume is compressed while the network is pulled. The linear result therefore needs struts that can bear compression. A net of slack threads would behave differently.

**What each derivation assumes**

Both routes use small strain, isotropic directions, axial response and affine motion. They differ in what they say when the affine motion is not an equilibrium.

Consider a node through which several struts run straight, each with the same section on both sides. Under uniform strain a strut has the same ε_n on both sides, so it pulls the node with E_s A ε_n n one way and with an equal force the other way. Each strut balances itself, and so does the node. Affine motion then satisfies equilibrium. If the pinned network also has small motions that stretch no strut, they leave the stress and the energy unchanged at linear order. Equilibrium is not stability, however. When struts are compressed, such a motion can relieve the compression, and the affine state then gives way. A pinned simple cubic net compressed along an axis, or a planar kagome net compressed equally in both directions, folds to zero energy, although all its lines run straight. If a strut ends at the node or changes section there, the forces generally do not cancel, and the node moves away from its affine position.

The energy derivation remains useful in that case. For prescribed macroscopic strain, a pin-jointed network settles where its energy is least. Affine node positions are one allowed choice, so the true energy cannot exceed the affine one. This holds for every lateral strain e, hence also after minimizing over e. In a pin-jointed network with isotropic directions, φE_s/6 is thus an upper bound on the Young modulus.

The force derivation gives no bound by itself, but it shows what goes wrong. The total forces across two parallel planes differ by the sum of unbalanced forces on the nodes between them. Without nodal balance, the affine forces do not define one traction common to all parallel planes. The formula then gives an average over planes for a state that the network does not adopt.

A periodic truss makes the distinction concrete. Place nodes at the corners and centres of cubic cells. Run struts along the cube axes, with share f of the solid, and along the body diagonals, with share 1 − f. Then

⟨n_x⁴⟩ = f/3 + (1 − f)/9,  ⟨n_x² n_y²⟩ = (1 − f)/9.

Isotropic elasticity requires the first to be three times the second, so f/3 = 2(1 − f)/9 and f = 0.4. The second moment is then 0.6/9 = 1/15, as it should be. Seven directions suffice to reproduce the isotropic law.

The equilibrium of this truss was computed numerically in a periodic block of 3 × 3 × 3 cells, with pinned nodes free to move. Three kinds of disorder were tried, one random sample of each, and E was averaged over the cube axes:

- Sections varied by random factors between 0.5 and 1.5 from line to line, but constant along each line, left E at its affine value.
- The same range of factors, drawn anew for each strut, put E 3.5 % below the affine value for those sections. Other samples of this size range from about 2 to 4 %, with a mean near 3 %.
- Removing 23 % of the struts put E 18.5 % below the affine value for the struts that remained. Other samples of this size range from about 14 to 22 %, and a block of 5 × 5 × 5 cells gives about 19 to 20 % on average.

For the affine value to be exact in the linear theory, the struts need not be equal: it is enough that each line runs straight on with a constant section. Where struts are compressed, the network must also have no motion free of stretching that lets them fold. The uniform truss with fourteen struts per node stays affine under the film strain considered below.

**Films on a substrate, and the flat limit**

A film is rarely pulled with free sides. If it is pressed through its thickness while a stiff substrate prevents lateral strain, e = 0 and the confined modulus is

σ_zz/ε = φE_s/5.

If instead the substrate imposes an equal in-plane strain e in both directions and the top is free, σ_zz = 0. With ε now the thickness strain, 3ε + 2e = 0, so ε = −2e/3. The in-plane stress is

σ_xx = φE_s(−2/3 + 4)e/15 = (2/9)φE_s e.

The coefficient 2φE_s/9 is the biaxial modulus, equal to E/(1 − ν).

Struts may also lie flatter than an isotropic distribution allows. In the extreme case all lie in the film plane, with isotropic directions there. The planar averages are ⟨n_x⁴⟩ = 3/8 and ⟨n_x² n_y²⟩ = 1/8. For a pull ε along x with free lateral strain e, σ_yy = φE_s(ε + 3e)/8 = 0 gives e = −ε/3. Then σ_xx = φE_s(3ε + e)/8 = φE_s ε/3. At fixed φ the in-plane modulus has doubled, while the axial stiffness through the thickness has vanished.

**A porous silica film**

Porous insulators in chips commonly keep about half or more of their volume solid, too much for the assumption φ ≪ 1. To stay closer to the model, take a far more porous film, a silica xerogel with E_s = 70 GPa and φ = 0.10. It cools by 375 K on silicon. The expansion coefficients are 0.5 ppm/K for silica and 3.0 ppm/K for silicon. These are rough typical values, held constant during cooling. The coefficient of silicon rises with temperature, and its mean between room temperature and 400 °C is nearer 3.5 ppm/K. That value would raise the strain and stress found below by about 18 % and lower the buckling margin from 5.6 to 4.7. The product φE_s is 7.0 GPa, so the model gives

E = 7.0/6 = 1.17 GPa,
λ = μ = 7.0/15 = 0.47 GPa,
confined modulus = 7.0/5 = 1.40 GPa,
biaxial modulus = 2 × 7.0/9 = 1.56 GPa.

Left free, the film would shrink less than the silicon. The substrate therefore compresses it in the plane by

e = (0.5 − 3.0) × 10⁻⁶ × 375 = −9.4 × 10⁻⁴.

The stress is 1.56 GPa × (−9.4 × 10⁻⁴) ≈ −1.5 MPa. Relative to a freely cooled film, the thickness grows by a strain of 6.3 × 10⁻⁴. Stress left by drying or curing is not included.

To judge buckling and bending we need strut dimensions. Use the truss above with a cell edge of 20 nm. Each cell contains axis struts of total length 6 × 20 = 120 nm, which hold 0.4 of the solid. Their section is 0.4 × 0.10 × 20³/120 = 2.7 nm², a diameter of 1.84 nm. The same reasoning gives 2.10 nm for the diagonal struts. Struts this thin are only five to six SiO₂ units across, so giving them the bulk modulus of silica is an assumption.

A pinned round strut of radius r and length L buckles at the Euler force π²E_s I/L², with I = Ar²/4. Dividing by E_s A gives the critical strain

π²r²/(4L²) = 5.2 × 10⁻³

for the axis struts, which are longer and thinner than the diagonal ones. The largest strut compression in the cooled film is the in-plane strain itself, so the margin is about 5.6.

Real joints are not pins. The transverse stiffness of a slender beam with both ends held against rotation is 12E_s I/L³. Its ratio to the axial stiffness E_s A/L is 3(r/L)², or about 0.006 for the axis struts and 0.011 for the diagonal ones. Replacing all struts of the truss by round beams with rigid joints, including shear and torsion, raises the computed E along the cube axes by 1.3 %. All of this comes from the diagonal struts, since under a pull along a cube axis the axis struts do not bend. Bending adds little here because stretching already carries the load.

Double counting at the nodes matters more. Random sampling of points in the cell shows that the struts of this truss occupy 0.088 of the volume, against the counted 0.10. A solid fraction deduced from density corresponds to the smaller number. Used in the formula it would give 0.088 × 70/6 ≈ 1.0 GPa. The spread between 1.0 and 1.17 GPa measures an ambiguity of the thin-strut limit and does not supply a correction. At high density the law fails plainly: for a dense solid, whose fraction deduced from density is 1, it would give E_s/6 instead of E_s.

Films may also shrink in thickness as they dry. Suppose a 10 % shrinkage turns each strut direction into (n_x, n_y, 0.9n_z), rescaled to unit length, and keeps the strut's volume. Averaging over the sphere at fixed φ then gives an in-plane modulus 6 % above the isotropic value and a vertical one 12 % below it. The accompanying rise in solid fraction is left out of this comparison.

**How far a real film departs**

A film that is 90 % pores belongs to the regime of aerogels and the most porous xerogels, where φ is small. Such a gel, however, breaks the assumption of straight, continuous struts: its skeleton consists of short chains that branch and end. For a regular example of the effect, consider a diamond network, in which four struts meet at each node and none runs straight through. With round beams, rigid joints, the same E_s and φ = 0.10, its computed modulus, averaged over orientation by the Hill estimate, is 0.37 GPa. The Reuss and Voigt averages give 0.33 and 0.41 GPa, and beams without shear deformation give 0.43 GPa. The affine value is about 3.2 times the Hill value of 0.37 GPa.

The diamond network is soft in shear and in free tension because its struts must then bend. Under equal strain in all directions they only stretch, and the bulk modulus keeps its affine value φE_s/9. The loss therefore depends on the loading: at φ = 0.10 the affine value exceeds the orientation-averaged one by a factor of 2.4 for the biaxial modulus but only 1.5 for the confined modulus. For fixed strut length, φ grows as r², whereas the bending stiffness grows as r⁴. The Young modulus should therefore follow φ² at low density. Between φ = 0.001 and 0.002 the computed exponent is 2.00. At φ = 0.10 the struts are only about three diameters long, so beam theory gives a rough estimate there. Chains with a free end carry no static load and would lower the modulus further at the same φ.

For such a gel film, the affine value is best read as a ceiling within the stretching model, not as an estimate. The ceiling is 1.17 GPa if 0.10 is the counted solid fraction. If 0.10 is deduced from density instead, the counted fraction is larger, and so is the ceiling. The diamond network has no missing links or dangling chains, so its factor of 3.2 does not limit the reduction: a real gel can be softer still. The truss and the diamond network differ in several ways. In the truss every strut continues straight through its nodes, fourteen struts meet at each node instead of four, and struts run along the cube axes as well as the body diagonals. At fixed solid fraction, the comparison favours networks that carry load by stretching, but it does not separate these causes. The struts must also be slender enough for the model and stout enough not to buckle.
